# Why blocking and channelling dips coincide when energy loss is negligible: a program that tests the result

```python
"""
Result under test: for a static potential and no energy loss,
    J(-n) = (1 - V(r0)/E) * Y(n).
Y(n): yield outside in direction n from an isotropic emitter at r0,
      relative to the yield without a crystal.
J(-n): flux at r0 from a uniform parallel beam entering along -n,
       relative to the incident flux.
E: total ion energy; V(r0): potential at r0 without the site atom itself.
First test: full trajectories in an asymmetric 3D potential (unit mass).
Second test: Monte Carlo channelling and blocking for He in Si <100>.
Crystal lengths are in nm, energies in eV; angles are rad in the dynamics
and degrees in the angular histograms.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import k1

# ---------- full trajectories in a smooth, asymmetric potential ----------
CENTRES = np.array([[0.3, 0.2, 0.6], [-0.5, 0.1, 0.3],
                    [0.1, -0.4, 1.8], [-0.2, 0.3, 3.0]])
HEIGHT, WIDTH = 0.35, 0.5


def bump_values(r):
    separation = r - CENTRES
    return separation, HEIGHT * np.exp(
        -np.sum(separation**2, axis=1) / (2 * WIDTH**2))


def fly(r, p, field):
    def rate(_, state):
        separation, values = bump_values(state[:3])
        force = values @ separation / WIDTH**2
        bx = field * np.exp(-(state[1]**2 + (state[2] - 1.5)**2) / 2)
        magnetic = np.array([0.0, state[5] * bx, -state[4] * bx])
        return np.concatenate((state[3:], force + magnetic))
    result = solve_ivp(rate, (0, 9), np.concatenate((r, p)),
                       method="DOP853", rtol=1e-11, atol=1e-12)
    assert result.success
    return result.y[:3, -1], result.y[3:, -1]


def unit(vector):
    return vector / np.linalg.norm(vector)


def transverse_basis(direction):
    first = unit(np.cross(direction, [1.0, 0.0, 0.0]))
    return np.array([first, np.cross(direction, first)])


def compare_trajectory(direction, field_out=0.0, field_in=0.0):
    """Return miss distance, flux ratio J, emission yield Y and V/E."""
    step, origin = 1e-4, np.zeros(3)
    direction = unit(np.array(direction))
    potential = bump_values(origin)[1].sum()
    momentum = np.sqrt(2 * (1 - potential))
    exit_r, exit_p = fly(origin, momentum * direction, field_out)
    start_axes = transverse_basis(direction)
    exit_axes = transverse_basis(unit(exit_p))
    angular_map, area_map = [], []
    for axis in start_axes:
        ends = [unit(fly(origin, momentum * unit(direction + sign * step * axis),
                         field_out)[1]) for sign in (1, -1)]
        angular_map.append(exit_axes @ (ends[0] - ends[1]) / (2 * step))
    for axis in exit_axes:
        ends = [fly(exit_r + sign * step * axis, -exit_p, field_in)[0]
                for sign in (1, -1)]
        area_map.append(start_axes @ (ends[0] - ends[1]) / (2 * step))
    miss = np.linalg.norm(fly(exit_r, -exit_p, field_in)[0] - origin)
    return (miss, 1 / abs(np.linalg.det(area_map)),
            1 / abs(np.linalg.det(angular_map)), potential)


trajectory_results = [compare_trajectory(v) for v in
                      ([0.05, 0.02, 1.0], [-0.2, 0.15, 1.0], [0.25, -0.1, 1.0])]
for miss, flux, emitted, potential in trajectory_results:
    assert miss < 1e-6
    assert abs(flux / ((1 - potential) * emitted) - 1) < 1e-3
    assert abs(flux / emitted - 1) > 0.05
same_field = compare_trajectory([0.05, 0.02, 1.0], 0.3, 0.3)
reversed_field = compare_trajectory([0.05, 0.02, 1.0], 0.3, -0.3)
assert same_field[0] > 0.1
assert reversed_field[0] < 1e-6
assert abs(reversed_field[1] /
           ((1 - reversed_field[3]) * reversed_field[2]) - 1) < 1e-3

# ---------- silicon crystal and small-angle collisions ----------
ENERGY = 2.0e6
LATTICE = 0.543
VIBRATION = 0.0075                  # rough one-dimensional rms at 300 K
Z_ION, Z_ATOM = 2, 14
COULOMB = (Z_ION * Z_ATOM * const.e /
           (4 * np.pi * const.epsilon_0) * 1e9)
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
SCREENING = (9 * np.pi**2 / 128)**(1 / 3) * BOHR / Z_ATOM**(1 / 3)
ALPHA = np.array([0.10, 0.55, 0.35])
BETA = np.array([6.0, 1.2, 0.3])
LAYER_GAP = LATTICE / 4
CELL = LATTICE / np.sqrt(2)
OFFSETS = CELL * np.array([[0, 0], [0.5, 0], [0.5, 0.5], [0, 0.5]])
FIRST, LAST = 81, 160
SITE_LAYERS = LAST - FIRST + 1
BATCHES = 20
EDGES = np.array([0, .15, .25, .35, .45, .55, .65, .8, 1.0, 1.25, 1.5])
MIDDLES = (EDGES[1:] + EDGES[:-1]) / 2
EMISSION_LIMIT = 3.0
rng = np.random.default_rng(2718)
GRID_STEP = 2e-5
radius_grid = np.arange(25001) * GRID_STEP
kick_table = np.ones_like(radius_grid)
scaled = BETA[:, None] * radius_grid[1:] / SCREENING
kick_table[1:] = ALPHA @ (scaled * k1(scaled))


def atom_potential(r):
    return COULOMB / r * np.sum(ALPHA * np.exp(-BETA * r / SCREENING))


for impact in (0.005, 0.02, 0.08):
    def transverse_force(z):
        r = np.hypot(impact, z)
        h = 1e-5 * r
        slope = (atom_potential(r + h) - atom_potential(r - h)) / (2 * h)
        return -slope * impact / r
    impulse = 2 * quad(transverse_force, 0, 2.0, limit=300,
                       points=[impact, 5 * impact])[0]
    table_kick = (COULOMB / (ENERGY * impact) *
                  kick_table[int(impact / GRID_STEP + 0.5)])
    assert abs(impulse / (2 * ENERGY) / table_kick - 1) < 2e-3


def relative_position(position, layer):
    relative = position - OFFSETS[layer % 4][:, None]
    relative -= CELL * np.rint(relative / CELL)
    return relative


def scatter(relative, angle, energy):
    relative -= VIBRATION * rng.standard_normal(relative.shape)
    square = relative[0]**2 + relative[1]**2
    index = (np.sqrt(square) / GRID_STEP + 0.5).astype(np.int64)
    angle += COULOMB / energy * kick_table[index] / square * relative


def channelling(count, loss=0.0):
    """Batch yields and fraction of encounters beyond the emission cone."""
    tilt = EDGES[-1] * rng.random(count)
    azimuth = 2 * np.pi * rng.random(count)
    angle = np.radians(tilt) * np.array([np.cos(azimuth), np.sin(azimuth)])
    position = CELL * rng.random((2, count))
    encounters, outside = np.zeros(count), 0.0
    for layer in range(1, LAST + 1):
        relative = relative_position(position, layer)
        if layer >= FIRST:
            weight = (CELL**2 / (2 * np.pi * VIBRATION**2) *
                      np.exp(-np.sum(relative**2, axis=0) /
                             (2 * VIBRATION**2)))
            encounters += weight
            wide = np.sum(angle**2, axis=0) > np.radians(EMISSION_LIMIT)**2
            outside += weight[wide].sum()
        scatter(relative, angle, ENERGY * (1 - loss * layer / LAST))
        position += angle * LAYER_GAP
    yields = []
    for batch in range(BATCHES):
        part = slice(batch, None, BATCHES)
        top = np.histogram(tilt[part], EDGES,
                           weights=tilt[part] * encounters[part])[0]
        bottom = np.histogram(tilt[part], EDGES, weights=tilt[part])[0]
        yields.append(top / bottom / SITE_LAYERS)
    return np.array(yields), outside / encounters.sum()


def blocking(count, loss=0.0, reverse_loss=False):
    """Emit from thermally displaced sites and histogram exit angles."""
    per_layer = count // SITE_LAYERS
    start = np.repeat(np.arange(LAST, FIRST - 1, -1), per_layer)
    position = (OFFSETS[start % 4].T +
                VIBRATION * rng.standard_normal((2, count)))
    tilt = EMISSION_LIMIT * rng.random(count)
    azimuth = 2 * np.pi * rng.random(count)
    angle = np.radians(tilt) * np.array([np.cos(azimuth), np.sin(azimuth)])
    for layer in range(LAST - 1, 0, -1):
        active = per_layer * min(LAST - layer, SITE_LAYERS)
        position[:, :active] += angle[:, :active] * LAYER_GAP
        travelled = layer if reverse_loss else start[:active] - layer
        energy = ENERGY * (1 - loss * travelled / LAST)
        scatter(relative_position(position[:, :active], layer),
                angle[:, :active], energy)
    exit_tilt = np.degrees(np.hypot(angle[0], angle[1]))
    solid_angle = np.pi * np.diff(EDGES**2)
    weight = 2 * np.pi * EMISSION_LIMIT * tilt * BATCHES / count
    return np.array([np.histogram(exit_tilt[b::BATCHES], EDGES,
                     weights=weight[b::BATCHES])[0] / solid_angle
                     for b in range(BATCHES)])


def mean_error(values):
    return values.mean(axis=0), values.std(axis=0, ddof=1) / np.sqrt(BATCHES)


def half_angle(yields):
    upper = max(1, int(np.argmax(yields >= 0.5)))
    lower = upper - 1
    return (MIDDLES[lower] + (0.5 - yields[lower]) *
            (MIDDLES[upper] - MIDDLES[lower]) /
            (yields[upper] - yields[lower]))


def deviations(first, second):
    a, error_a = mean_error(first)
    b, error_b = mean_error(second)
    return np.abs(a - b) / np.hypot(error_a, error_b)


incident, outside_fraction = channelling(200000)
emitted = blocking(200000)
channel_mean, channel_error = mean_error(incident)
block_mean, block_error = mean_error(emitted)
match = deviations(incident, emitted)
assert outside_fraction < 0.01
assert match.max() < 5 and np.mean(match**2) < 3
assert channel_mean[0] < 0.3 and block_mean[0] < 0.3
channel_width, block_width = half_angle(channel_mean), half_angle(block_mean)
channel_width_error = mean_error(np.array([half_angle(y) for y in incident]))[1]
block_width_error = mean_error(np.array([half_angle(y) for y in emitted]))[1]
assert abs(channel_width / block_width - 1) < 0.05

# Strong artificial slowing separates the dips; reversed slowing restores them.
LOSS = 0.6
slow_incident = channelling(80000, LOSS)[0]
slow_emitted = blocking(80000, LOSS)
gain_emitted = blocking(80000, LOSS, reverse_loss=True)
slow_channel_width = half_angle(slow_incident.mean(axis=0))
slow_block_width = half_angle(slow_emitted.mean(axis=0))
gain_block_width = half_angle(gain_emitted.mean(axis=0))
slow_ratio = slow_channel_width / slow_block_width
site_fraction = 1 - LOSS * np.arange(FIRST, LAST + 1) / LAST
predicted_ratio = np.mean(site_fraction**-0.5)
slow_mismatch = deviations(slow_incident, slow_emitted)
gain_match = deviations(slow_incident, gain_emitted)
assert slow_mismatch.max() > 6
assert gain_match.max() < 5 and np.mean(gain_match**2) < 3
assert abs(slow_ratio / predicted_ratio - 1) < 0.15

# ---------- neglected effects for the actual example ----------
ion_mass = const.physical_constants["alpha particle mass"][0]
atom_mass = 28.086 * const.atomic_mass
speed = np.sqrt(2 * ENERGY * const.e / ion_mass)
mean_depth = (FIRST + LAST) / 2 * LAYER_GAP
max_depth = LAST * LAYER_GAP
electron_scale = const.m_e * speed**2 / const.e
coulomb_unit = COULOMB / (Z_ION * Z_ATOM)
MEAN_EXCITATION = 170.0             # rough value for silicon
stopping = (4 * np.pi * coulomb_unit**2 * Z_ION**2 * Z_ATOM *
            8 / LATTICE**3 / electron_scale *
            np.log(2 * electron_scale / MEAN_EXCITATION))
energy_loss = stopping * mean_depth
width_shift = energy_loss / (2 * ENERGY)
electron_angle = np.degrees(np.sqrt(const.m_e / ion_mass *
                                    energy_loss / ENERGY))
site_potential = (4 * atom_potential(np.sqrt(3) * LATTICE / 4) +
                  12 * atom_potential(LATTICE / np.sqrt(2)))
characteristic = np.sqrt(2 * COULOMB / (ENERGY * LATTICE))
recoil = ion_mass / atom_mass * ENERGY * characteristic**2
bending = np.degrees(2 * const.e * max_depth * 1e-9 / (ion_mass * speed))
transit = max_depth * 1e-9 / speed
atom_motion = np.sqrt(const.k * 300 / atom_mass) * transit * 1e9
assert width_shift < 0.01 and site_potential / ENERGY < 1e-4

print("3D test: V(r0)/E =", f"{trajectory_results[0][3]:.4f}")
for number, (miss, flux, yield_out, potential) in enumerate(trajectory_results, 1):
    print(f"path {number}: J={flux:.6f}, Y={yield_out:.6f}, "
          f"(1-V/E)Y={(1-potential)*yield_out:.6f}, miss={miss:.1e} length units")
print(f"same magnetic field: return miss = {same_field[0]:.3f} length units")
print(f"reversed magnetic field: return miss = {reversed_field[0]:.1e} length units")
print(f"He energy = {ENERGY/1e6:.1f} MeV; Si lattice constant = {LATTICE:.3f} nm")
print(f"rms vibration per axis = {VIBRATION:.4f} nm; screening = {SCREENING:.5f} nm")
print(f"site depths = {FIRST*LAYER_GAP:.1f} to {max_depth:.1f} nm; "
      f"mean = {mean_depth:.1f} nm")
print(f"characteristic angle = {np.degrees(characteristic):.3f} degree")
print("angle range (degree) | channelling yield +/- error | blocking yield +/- error")
for low, high, c, ce, b, be in zip(EDGES[:-1], EDGES[1:], channel_mean,
                                   channel_error, block_mean, block_error):
    print(f"{low:.2f}-{high:.2f} | {c:.3f} +/- {ce:.3f} | {b:.3f} +/- {be:.3f}")
print(f"largest yield difference = {match.max():.2f} combined standard errors")
print(f"channelling half-angle at yield 0.5 = {channel_width:.3f} "
      f"+/- {channel_width_error:.3f} degree")
print(f"blocking half-angle at yield 0.5 = {block_width:.3f} "
      f"+/- {block_width_error:.3f} degree")
print(f"encounters outside emission cone = {100*outside_fraction:.3f} percent")
print(f"artificial loss over full depth = {100*LOSS:.0f} percent of energy")
print(f"with loss: channelling half-angle = {slow_channel_width:.3f} degree")
print(f"with loss: blocking half-angle = {slow_block_width:.3f} degree")
print(f"with reversed loss: blocking half-angle = {gain_block_width:.3f} degree")
print(f"loss width ratio = {slow_ratio:.3f}; site-energy estimate = {predicted_ratio:.3f}")
print(f"largest difference with loss = {slow_mismatch.max():.1f} standard errors")
print(f"largest difference with reversed loss = {gain_match.max():.2f} standard errors")
print(f"mean excitation energy used = {MEAN_EXCITATION:.0f} eV (rough)")
print(f"estimated stopping = {stopping:.0f} eV/nm")
print(f"energy loss at mean depth = {energy_loss/1000:.2f} keV")
print(f"estimated relative width difference = {100*width_shift:.3f} percent")
print(f"electronic scattering angle scale = {electron_angle:.3f} degree")
print(f"site potential = {site_potential:.2f} eV; V/E = {site_potential/ENERGY:.2e}")
print(f"recoil energy at characteristic angle = {recoil:.1f} eV")
print(f"bending in 1 T over maximum depth = {bending:.2e} degree")
print(f"transit time over maximum depth = {transit*1e15:.2f} fs")
print(f"thermal atom motion during transit at 300 K = {atom_motion:.5f} nm")
print("verified")
```

Output:

```
3D test: V(r0)/E = 0.3055
path 1: J=0.074574, Y=0.107385, (1-V/E)Y=0.074574, miss=1.8e-11 length units
path 2: J=1.072232, Y=1.543997, (1-V/E)Y=1.072235, miss=1.6e-11 length units
path 3: J=0.439121, Y=0.632326, (1-V/E)Y=0.439121, miss=7.9e-12 length units
same magnetic field: return miss = 2.161 length units
reversed magnetic field: return miss = 2.1e-11 length units
He energy = 2.0 MeV; Si lattice constant = 0.543 nm
rms vibration per axis = 0.0075 nm; screening = 0.01944 nm
site depths = 11.0 to 21.7 nm; mean = 16.4 nm
characteristic angle = 0.494 degree
angle range (degree) | channelling yield +/- error | blocking yield +/- error
0.00-0.15 | 0.005 +/- 0.002 | 0.005 +/- 0.002
0.15-0.25 | 0.011 +/- 0.003 | 0.008 +/- 0.002
0.25-0.35 | 0.032 +/- 0.005 | 0.029 +/- 0.002
0.35-0.45 | 0.212 +/- 0.013 | 0.209 +/- 0.005
0.45-0.55 | 0.676 +/- 0.019 | 0.650 +/- 0.008
0.55-0.65 | 0.988 +/- 0.034 | 0.950 +/- 0.010
0.65-0.80 | 1.003 +/- 0.025 | 1.000 +/- 0.009
0.80-1.00 | 0.992 +/- 0.013 | 0.976 +/- 0.009
1.00-1.25 | 1.032 +/- 0.013 | 1.014 +/- 0.007
1.25-1.50 | 1.005 +/- 0.011 | 1.005 +/- 0.006
largest yield difference = 1.25 combined standard errors
channelling half-angle at yield 0.5 = 0.462 +/- 0.003 degree
blocking half-angle at yield 0.5 = 0.466 +/- 0.001 degree
encounters outside emission cone = 0.053 percent
artificial loss over full depth = 60 percent of energy
with loss: channelling half-angle = 0.598 degree
with loss: blocking half-angle = 0.481 degree
with reversed loss: blocking half-angle = 0.596 degree
loss width ratio = 1.241; site-energy estimate = 1.364
largest difference with loss = 13.0 standard errors
largest difference with reversed loss = 1.92 standard errors
mean excitation energy used = 170 eV (rough)
estimated stopping = 248 eV/nm
energy loss at mean depth = 4.05 keV
estimated relative width difference = 0.101 percent
electronic scattering angle scale = 0.030 degree
site potential = 7.55 eV; V/E = 3.78e-06
recoil energy at characteristic angle = 21.2 eV
bending in 1 T over maximum depth = 6.11e-06 degree
transit time over maximum depth = 2.21 fs
thermal atom motion during transit at 300 K = 0.00066 nm
verified
```
